# Elastic line energy of a screw dislocation in copper-like metal

## Problem

A straight screw dislocation runs along the axis of a long cylinder of outer radius $R$. The metal is isotropic and linearly elastic, with shear modulus $G=48$ GPa, and the Burgers vector has length $b=0.256$ nm. Linear elasticity cannot describe the region next to the line, so a core of radius $r_0$ is left out, with $R/r_0=10000$. The cylindrical walls are free of traction, and the ends of the cylinder are held against rotation.

(a) Estimate the elastic energy per length of line by scaling.

(b) Find it exactly within this model, in eV/nm, and compare the two results.

(c) Find how the answer changes when the ends are free to rotate, and when the cylinder is replaced by a free-standing film 500 nm thick. Size the other main effects that the model leaves out.

Energies per length are given in eV/nm. Since $1\ \text{GPa}=10^9\ \text{J/m}^3$ and $1\ \text{nm}^2=10^{-18}\ \text{m}^2$, the unit $1\ \text{GPa nm}^2$ equals $10^{-9}$ J/m, which is 6.2415 eV/nm.

## First estimate by scaling

The energy per length $E$ can depend on $G$, $b$, $r_0$ and $R$. In linear elasticity the strain is proportional to $b$ and the energy density to $G$ times the strain squared, so $E$ is proportional to $Gb^2$. This product already has the dimension of energy per length. What remains is a function of the one dimensionless ratio left:

$$E=Gb^2 f(R/r_0).$$

If $f$ is taken to be of order one, then

$$E\sim Gb^2=3.1457\ \text{GPa nm}^2\approx 19.6\ \text{eV/nm}.$$

Scaling also gives the form of $f$. Far from the core and from the outer wall, the only length with which to compare $b$ is the distance $r$ from the line. The strain is therefore of order $b/r$ and the energy density of order $Gb^2/r^2$. A ring of width $dr$ has an area proportional to $r\,dr$ and holds an energy proportional to $Gb^2\,dr/r$. Summing the rings gives

$$f=c\,\ln(R/r_0),$$

with a pure number $c$ that scaling cannot supply, and up to an additive constant set by conditions at the walls and ends. Setting $c=1$ would give $19.6\times9.21\approx181$ eV/nm, far from the first estimate. The number $c$ has to be calculated.

## Exact solution

**Displacement.** Let $z$ run along the line, and let $r,\theta$ be polar coordinates around it. Try a displacement along $z$ alone, $u(x,y)$. The engineering shear strains are $\gamma_{xz}=\partial u/\partial x$ and $\gamma_{yz}=\partial u/\partial y$; all other strains vanish. The stresses are $\tau_{xz}=G\gamma_{xz}$ and $\tau_{yz}=G\gamma_{yz}$. They do not depend on $z$, so forces in the $x$ and $y$ directions balance. Balance along $z$ requires

$$\frac{\partial\tau_{xz}}{\partial x}+\frac{\partial\tau_{yz}}{\partial y}=G\nabla^2u=0.$$

The dislocation enters through the condition that $u$ rises by $b$ on one circuit around the line. The function

$$u=\frac{b\,\theta}{2\pi}$$

does this. It is harmonic, because $\nabla^2u=r^{-2}\,\partial^2u/\partial\theta^2=0$ when $u$ does not depend on $r$. For the same reason $\tau_{rz}=G\,\partial u/\partial r=0$, so both cylindrical walls are free of traction.

**Strain and energy density.** The remaining strain is

$$\gamma_{\theta z}=\frac1r\frac{\partial u}{\partial\theta}=\frac{b}{2\pi r}.$$

The rise $b$ is spread evenly over the circumference $2\pi r$. The stress is $\tau=Gb/(2\pi r)$, and the energy density is

$$\frac12G\gamma_{\theta z}^2=\frac{Gb^2}{8\pi^2r^2}.$$

**Why no other antiplane field does better.** Any other displacement along $z$ with the same Burgers vector can be written $u+w$, where $w$ returns to its value after a circuit. Its energy is

$$E[u+w]=E[u]+G\int\nabla u\cdot\nabla w\,dA+\frac G2\int|\nabla w|^2dA.$$

Since $\nabla^2u=0$, the middle integrand equals $\nabla\cdot(w\nabla u)$. Both $w$ and $\nabla u$ are single-valued, so the divergence theorem leaves integrals over the two walls alone. There the normal derivative of $u$ is zero, and the middle term vanishes. The last term cannot be negative. Hence $u=b\theta/2\pi$ has the least energy in this class.

**Integration.** With $dA=2\pi r\,dr$,

$$E=\int_{r_0}^{R}\frac{Gb^2}{8\pi^2r^2}\,2\pi r\,dr=\frac{Gb^2}{4\pi}\int_{r_0}^{R}\frac{dr}{r}=\frac{Gb^2}{4\pi}\ln\frac{R}{r_0}.$$

**A second route.** Cut the unstrained cylinder along the half-plane $\theta=0$ and slide one face along $z$ relative to the other, from zero to $b$. The stress grows in proportion to the slip, so the work per area is half the final stress times $b$. The free walls contribute no work. Thus

$$E=\frac b2\int_{r_0}^{R}\frac{Gb}{2\pi r}\,dr=\frac{Gb^2}{4\pi}\ln\frac R{r_0},$$

as before. This route is the shorter one for the film below.

**Numbers.** The prefactor is

$$\frac{Gb^2}{4\pi}=\frac{3.1457}{4\pi}\times6.2415\ \text{eV/nm}=1.5624\ \text{eV/nm},$$

and $\ln 10000=9.2103$. Therefore

$$E=1.5624\times9.2103\ \text{eV/nm}=14.39\ \text{eV/nm},$$

or 2.306 nJ/m. The elastic energy outside the core is about 14 eV/nm.

**A test that does not assume the field.** Take a square lattice of points that move along $z$, with unit spacing and unit springs between neighbours. Impose a unit slip across a half line that ends at the centre, and let all points relax. In the continuum limit this is the present problem with $G=b=1$. For free discs of radius 40 and 160 spacings, the difference of the relaxed energies divided by $\ln4$ is 1.0040 times $1/(4\pi)$. The difference between two discs removes the lattice's own core energy. The source of the remaining 0.4 percent was not tested.

## Comparison of the two results

The estimate $Gb^2\approx19.6$ eV/nm is 36 percent above the exact result. In the notation of the scaling argument,

$$f=\frac{\ln(R/r_0)}{4\pi}=\frac{9.21}{12.57}=0.73.$$

The function $f$ is near one because a large logarithm is divided by a number of similar size. The estimate works for this radius ratio, but it is too large by a factor of 2.7 at a ratio of 100 and 5.5 at a ratio of 10, and it fails entirely near one, where $E$ tends to zero.

The constant $c=1/(4\pi)$ has three sources: $1/2$ from the elastic energy density, $1/(2\pi)^2$ from spreading the slip over the circumference, and $2\pi$ from the area of a ring. The estimate with $c=1$ missed these factors and was too large by $4\pi$.

The logarithm also shows where the energy lies. Each decade of radius holds 3.60 eV/nm. Half of the energy lies inside $r=\sqrt{r_0R}=100\,r_0$, a region that covers about one part in $10^4$ of the cross-section. The other half is spread thinly over the rest. The line energy is therefore not a constant of the material: it depends on how far the field reaches before a surface, or the field of a dislocation of opposite sign, cuts it off.

## Ends free to rotate

The stress $\tau_{\theta z}$ exerts a torque on each cross-section. If nothing holds the ends, a long cylinder twists until the net torque is zero. A uniform twist $u_\theta=-\alpha zr$ adds $\partial u_\theta/\partial z=-\alpha r$ to $\gamma_{\theta z}$. The energy becomes

$$E(\alpha)=\frac G2\int_{r_0}^{R}\left(\frac{b}{2\pi r}-\alpha r\right)^22\pi r\,dr.$$

Expanding the square and integrating term by term gives

$$E(\alpha)=\frac{Gb^2}{4\pi}\ln\frac R{r_0}-\frac{Gb\alpha}{2}(R^2-r_0^2)+\frac{\pi G\alpha^2}{4}(R^4-r_0^4).$$

Setting the derivative with respect to $\alpha$ to zero, and using $R^4-r_0^4=(R^2-r_0^2)(R^2+r_0^2)$, gives

$$\alpha=\frac{b}{\pi(R^2+r_0^2)}.$$

At the minimum of a quadratic the linear term is halved in effect, so the energy falls by $Gb\alpha(R^2-r_0^2)/4$:

$$E_{\min}=\frac{Gb^2}{4\pi}\left[\ln\frac R{r_0}-\frac{R^2-r_0^2}{R^2+r_0^2}\right].$$

For $R\gg r_0$ the logarithm is reduced by one. The change is $-1.56$ eV/nm, which leaves 12.8 eV/nm. This holds for a cylinder much longer than $R$, so that the regions near its ends can be neglected.

## A free-standing film

Let the line lie in the mid-plane of a film of thickness $h$, parallel to its free faces at $x=\pm h/2$. The film is taken to be much wider than $h$, and its ends are held against twist. A single screw at the origin has

$$\gamma_{xz}=-\frac{b}{2\pi}\frac{y}{x^2+y^2},\qquad \gamma_{yz}=\frac{b}{2\pi}\frac{x}{x^2+y^2},$$

and would leave a traction $\tau_{xz}$ on the faces. Add image screws at $x=nh$, for every nonzero integer $n$, with Burgers vectors $(-1)^nb$. Reflection in the face $x=h/2$ takes position $nh$ to $(1-n)h$, where the sign is opposite. The two members of such a pair are equally far from any point on that face, so their contributions to $\tau_{xz}$ cancel. The other face follows by symmetry.

On the cut $y=0$ the stress is

$$\tau_{yz}=\frac{Gb}{2\pi}\sum_{n=-\infty}^{\infty}\frac{(-1)^n}{x-nh}=\frac{Gb}{2h\,\sin(\pi x/h)},$$

where the terms $n$ and $-n$ are added together. The sum equals $(\pi/h)/\sin(\pi x/h)$ because both functions of complex $x$ have the same poles and residues and the same period $2h$, and both vanish far from the real axis. Their difference is then bounded and without poles, hence constant, and the constant is zero.

The work on the cut from the core to one face is

$$E=\frac b2\int_{r_0}^{h/2}\frac{Gb\,dx}{2h\sin(\pi x/h)}=\frac{Gb^2}{4\pi}\left[\ln\tan\frac{\pi x}{2h}\right]_{r_0}^{h/2}.$$

The upper limit gives $\ln\tan(\pi/4)=0$. For $r_0\ll h$ the tangent at the lower limit equals its argument, and

$$E\simeq\frac{Gb^2}{4\pi}\ln\frac{2h}{\pi r_0}.$$

In this limit the small traction that the images put on the core wall can also be neglected. The film acts like a cylinder of radius $2h/\pi$, somewhat more than the distance $h/2$ to a face. For a line a distance $x_0$ from the mid-plane this radius is multiplied by $\cos(\pi x_0/h)$, a result not derived here. The mid-plane is therefore the position of highest energy, and a displaced line is drawn toward the nearer face.

With $h=500$ nm and $r_0=b$ the logarithm is 7.126. Integrating the image sum numerically along the cut gives the same value. The energy is

$$E=1.5624\times7.126\ \text{eV/nm}=11.13\ \text{eV/nm},$$

which is 3.26 eV/nm, or 23 percent, below the cylinder. The core radius is the same in both; the outer cutoff has changed from 2.56 µm to about 0.32 µm.

## What the model leaves out

**The core.** At $r=b$ the strain is $1/(2\pi)=0.159$, too large for linear elasticity to be trusted. A rough size for the missing energy follows if the density inside $r_0$ is held at its edge value:

$$\frac{Gb^2}{8\pi^2r_0^2}\,\pi r_0^2=\frac{Gb^2}{8\pi}=0.78\ \text{eV/nm}.$$

This is not a core calculation. Halving $r_0$ at fixed $R$ adds 1.08 eV/nm to the elastic part, more than the whole estimate above. For a true core energy the sum of core and elastic parts does not depend on where the boundary is drawn, so this amount would be moved out of the core account. The rough estimate lacks that property, since it does not depend on $r_0$; it gives only an order of magnitude.

**Crystal anisotropy.** In a face-centred cubic crystal a screw line runs along $[110]$. Take $x$ along $[001]$ and $y$ along $[1\bar10]$. Reflection in the plane normal to the line reverses $\gamma_{xz}$ and $\gamma_{yz}$ and no other strain, so these two do not couple to the rest. Reflection $x\to-x$ reverses $\gamma_{xz}$ but not $\gamma_{yz}$, so they do not couple to each other. The energy density is $\frac12(c_xu_x^2+c_yu_y^2)$, where subscripts on $u$ denote derivatives.

A strain $\gamma_{xz}$ splits into two cube-axis shears of size $\gamma_{xz}/\sqrt2$, with energy $\frac12C_{44}\gamma_{xz}^2$; hence $c_x=C_{44}$. A strain $\gamma_{yz}$ is a stretch $\gamma_{yz}/2$ along one cube axis and an equal compression along another, with energy $\frac14(C_{11}-C_{12})\gamma_{yz}^2$; hence $c_y=(C_{11}-C_{12})/2$.

With $X=x/\sqrt{c_x}$ and $Y=y/\sqrt{c_y}$ the density becomes $\frac12(u_X^2+u_Y^2)$, the isotropic form with unit modulus, while $dx\,dy=\sqrt{c_xc_y}\,dX\,dY$. For walls that are circles in $X,Y$, with radii in the ratio $R/r_0$, the earlier solution applies and $G$ is replaced by

$$K=\sqrt{C_{44}(C_{11}-C_{12})/2}.$$

As an example, set $C_{11}=168$, $C_{12}=121$ and $C_{44}=75$ GPa, inputs chosen to resemble copper. They give $K=\sqrt{75\times23.5}=42.0$ GPa. The energy is then about 12.6 eV/nm, a change of about $-1.8$ eV/nm. Circles in $X,Y$ are ellipses in the crystal; for round walls free of traction the logarithm shifts by about $-0.15$ with these constants, a value not derived here, which brings the energy to about 12.4 eV/nm and the change to about $-2.0$ eV/nm.

**Splitting into partials.** In copper the line splits into two partial dislocations joined by a stacking fault. Each has a screw part $b/2$. For two parallel screws $b_1$ and $b_2$ a distance $d$ apart, the interaction energy is $G\int\boldsymbol\gamma_1\cdot\boldsymbol\gamma_2\,dA$. On a circle of radius $r$ around the first, $\boldsymbol\gamma_1$ is azimuthal with constant size $b_1/(2\pi r)$. The line integral of $\boldsymbol\gamma_2$ around that circle is $b_2$ if the circle encloses the second screw ($r>d$), and zero otherwise. Hence, for $d\ll R$,

$$E_{12}=G\int_d^R\frac{b_1}{2\pi r}\,b_2\,dr=\frac{Gb_1b_2}{2\pi}\ln\frac Rd.$$

Two screws $b/2$ have self energies that sum to half the original, plus this interaction:

$$\frac{Gb^2}{4\pi}\left[\frac12\ln\frac R{r_0}+\frac12\ln\frac Rd\right]=\frac{Gb^2}{4\pi}\left[\ln\frac R{r_0}-\frac12\ln\frac d{r_0}\right].$$

For a rough spacing $d=2$ nm and $r_0=b$ the change is about $-1.6$ eV/nm. This is the screw part alone. The opposite edge parts $\pm b/(2\sqrt3)$ of the partials cost roughly $\frac{Gb^2}{24\pi(1-\nu)}\ln(d/r_0)\approx0.8$ eV/nm for a Poisson ratio $\nu\approx0.34$. A fault energy of roughly 45 mJ/m$^2$ over 2 nm costs about 0.6 eV/nm. Within isotropic elasticity, with core energies left out, the net lowering is then only about 0.3 eV/nm.

**Temperature.** $E$ is proportional to $G$. When $G$ is the modulus measured at a given temperature, $E$ is the work needed to make the line at that temperature, which is a free energy. With a rough softening of 0.04 percent per kelvin, heating from 293 K to an anneal at 673 K lowers $G$ by about 15 percent and $E$ by about 2.2 eV/nm, if $b$ and the radii are held fixed.

## The model beside copper films

The values of $G$ and $b$ are rough typical ones for copper. With $r_0=b$, the prescribed ratio means $R=2.56$ µm. That is about five times the thickness of the film treated above. Of the assumptions whose effect was sized here, the distant outer wall matters most: for a line in the mid-plane of a free-standing 500 nm film its failure moves the result from 14.4 to 11.1 eV/nm. A film bonded to a stiff substrate or cap has different boundary conditions, and the film formula does not apply to it. The anisotropic and thermal changes rescale the prefactor, so the separate shifts should not simply be added.

All these corrections leave the energy large on the thermal scale. A length $b$ of the original line carries $14.39\times0.256=3.68$ eV, about 143 times $kT=0.0259$ eV at 300 K. Suppose the line were a chain of steps of length $b$, each free to choose among $q$ directions. Its entropy per step would be $k\ln q$, and $\ln q$ would have to reach 143 to offset the energy. No crystal offers so many directions, so in this model long isolated dislocations are not present in thermal equilibrium in an unstressed crystal near room temperature; there their presence points to a history of growth or plastic deformation. The argument has limits. Near the melting point, with the field screened within a few $b$, the energy per step falls to a few $kT$ and the comparison is no longer decisive. In a strained film bonded to a substrate and thicker than a critical value, misfit dislocations relieve more elastic energy than they cost, so they belong to the state of lowest energy.

## Values computed for the example and the checks

```
Shear modulus G: 48.0 GPa
Burgers vector b: 0.256 nm
Radius ratio R/r0: 10000
G b^2: 3.1457 GPa nm^2
1 GPa nm^2 equals: 6.2415 eV/nm
Prefactor G b^2/(4 pi): 1.5624 eV/nm
ln(R/r0): 9.2103
Line energy, formula: 14.39 eV/nm
Line energy, integrated displacement field: 14.39 eV/nm
Line energy, converted: 2.306 nJ/m
Relaxed lattice slope / formula slope: 1.0040
Energy per decade of radius: 3.60 eV/nm
Outer radius if r0 = b: 2.56 um
Energy of a length b of line: 3.68 eV
kT at 300 K: 0.0259 eV
Energy of length b over kT: 143
Strain at r = b: 0.159
Core estimate, added energy: 0.78 eV/nm
Halving r0, added energy: 1.08 eV/nm
Free ends (twist), change: -1.56 eV/nm
Film thickness: 500 nm
Film logarithm, r0 = b: 7.126
Film logarithm from image sum: 7.126
Film line energy: 11.13 eV/nm
Film minus cylinder: -3.26 eV/nm
Rough copper C11: 168 GPa
Rough copper C12: 121 GPa
Rough copper C44: 75 GPa
Anisotropic modulus K: 42.0 GPa
Anisotropic line energy: 12.59 eV/nm
Anisotropy, change: -1.80 eV/nm
Rough partial spacing: 2.0 nm
Splitting, bound on change: -1.61 eV/nm
Rough softening of G: 0.04 percent per K
Reference temperature: 293 K
Anneal temperature: 673 K
Softening at anneal, change: -2.19 eV/nm
```
